# Why a two-valley negative donor binds a spin triplet

## What the hydride rule gets wrong

A negative donor $D^-$ is a neutral shallow donor $D^0$ that has captured a second electron. It resembles the hydride ion, whose two electrons are bound below the neutral ground level in a spin singlet but not in a triplet. Carried over to a host with two equivalent valleys, this rule gives two wrong answers.

The first concerns the number of states. The rule gives one state for $D^-$, where the model below gives six. The neutral donor has four states, from two valleys and two spins, so the ratio of state counts $D^-:D^0$ is $6:4$. Hydride has $1:2$. At equal binding energy and chemical potential, the equilibrium ratio of charged to neutral centres differs by a factor of three.

The second concerns spin polarization. By the hydride rule, two electrons with parallel spins could not stay on one donor. In the two-valley model they can, with the full binding energy.

## The model and its two neglected terms

The valleys lie at $\pm\mathbf k_0$ and share an isotropic mass $m^*$ (in electron masses); the host has dielectric constant $\varepsilon$. Lengths are in $a^*=\varepsilon/m^*$ bohr and energies in $\mathrm{Ha}^*=m^*/\varepsilon^2$ hartree. The slowly varying envelope $\Phi(\mathbf r_1,\mathbf r_2)$ obeys

$$H=h(1)+h(2)+\frac1{r_{12}},\qquad h=-\tfrac12\nabla^2-\frac1r .$$

Two valley-dependent terms are left out. One is intervalley exchange, in which the Coulomb repulsion makes the electrons trade valleys. The other is valley-orbit coupling, in which the donor core scatters a single electron from one valley to the other. Neglecting the first alone does not make the triplet and singlet ground levels equal; the second must be absent too.

The neutral ground energy is $-\tfrac12$. It is also the threshold: the energy of $D^0$ plus a free electron at rest. "Bound" means below this threshold, and the binding energy is $B=-\tfrac12-E(D^-)$.

## Contribution 1: the valley label

The Pauli principle requires a change of sign when position, valley and spin of the two electrons are exchanged together. Two spins form three symmetric states (the triplet) and one antisymmetric state (the singlet). Two valley labels do the same. A symmetric envelope needs an antisymmetric valley-spin part, which can be built in two ways:

- symmetric valley part with spin singlet: $3\times1=3$ states;
- antisymmetric valley part with spin triplet: $1\times3=3$ states.

With one valley the valley part is necessarily symmetric, so a symmetric envelope allows the spin singlet alone.

The lowest envelope is symmetric. Replacing a real $\Phi$ by $|\Phi|$ does not raise its energy, so the ground envelope can be chosen non-negative. A non-negative ground state has no zeros, because evolution in imaginary time only rescales it, yet spreads positive amplitude everywhere. Two different normalized ones would have a difference that changes sign; the absolute value of that difference would give a non-negative ground state with zeros, which is impossible. The non-negative ground state is therefore unique. Exchanging the electrons gives another non-negative ground state, which must therefore be the same function.

Since $H$ contains neither valley nor spin, all six states share the energy of this envelope. The triplet does not gain a new attraction. It gains access to the envelope that hydride reserves for the singlet.

Diagonalization over all antisymmetrized two-valley states in a small basis gives a binding of $0.02613\ \mathrm{Ha}^*$ for both spins, with six bound states. In the same basis with one valley, the singlet has the same binding, while the lowest triplet lies $0.03720\ \mathrm{Ha}^*$ above threshold.

## Contribution 2: the symmetry of the envelope

Why does the symmetric envelope bind? Put one electron in a compact orbital and the other in a diffuse one:

$$\Phi_\pm=\phi_a(1)\phi_b(2)\pm\phi_b(1)\phi_a(2),\qquad \phi_a=\sqrt{a^3/\pi}\,e^{-ar}.$$

**One-electron integrals.** From $\int e^{-cr}d^3r=8\pi/c^3$ and $\int e^{-cr}r^{-1}d^3r=4\pi/c^2$,

$$S=\langle\phi_a|\phi_b\rangle=\frac{8(ab)^{3/2}}{(a+b)^3},\qquad \langle\phi_a|\tfrac1r|\phi_b\rangle=\frac{S(a+b)}2 .$$

Because $-\frac12\nabla^2\phi_b=(-b^2/2+b/r)\phi_b$,

$$h_{ab}=S\left[-\frac{b^2}2+\frac{(b-1)(a+b)}2\right]=\frac S2(ab-a-b).$$

Setting $a=b$, with $S=1$, gives $h_{bb}=b^2/2-b$.

**Repulsion integrals.** The charge density $\phi_a^2$ produces the potential $1/r-(1/r+a)e^{-2ar}$. Averaging it over $\phi_b^2$ gives

$$J=b-\frac{b^3}{(a+b)^2}-\frac{ab^3}{(a+b)^3}=b-\frac{b^3(2a+b)}{(a+b)^3}.$$

The overlap density $\phi_a\phi_b$ equals $S$ times a normalized density $(c^3/\pi)e^{-2cr}$ with $c=(a+b)/2$. For two equal densities of this kind, the formula for $J$ gives $c-3c/8=5c/8$. Hence

$$K=\frac{5(a+b)}{16}S^2.$$

**Energy.** The norm of $\Phi_\pm$ is $2(1\pm S^2)$. The direct terms contribute $2(h_{aa}+h_{bb}+J)$ to the energy integral and the crossed terms $\pm2(2Sh_{ab}+K)$, so

$$E_\pm=\frac{h_{aa}+h_{bb}+J\pm(2Sh_{ab}+K)}{1\pm S^2}.$$

Now leave the inner electron in the neutral ground orbital, $a=1$. Then $h_{aa}=-\frac12$ and $h_{ab}=-S/2$. Adding $\frac12=\frac12(1\pm S^2)/(1\pm S^2)$ gives

$$E_\pm+\tfrac12=\frac{\delta\mp G}{1\pm S^2},\qquad G=\tfrac12S^2-K=S^2\left[\tfrac12-\tfrac{5(1+b)}{16}\right],$$

$$\delta=h_{bb}+J=\frac{b^2}2-\frac{b^3(2+b)}{(1+b)^3}=\frac{b^2(1-b+b^2+b^3)}{2(1+b)^3}.$$

Here $\delta$ is the cost of adding the outer electron without any overlap effect: its kinetic energy, less the attraction it feels when it penetrates the inner cloud. Since $1-b+b^2>0$, this cost is positive for every $b>0$. Within this trial family at $a=1$, penetration alone does not bind.

The overlap term $G$ is positive for $b<3/5$. It lowers the symmetric state and raises the antisymmetric one. At $b=0.28$, $S^2=0.3194$, $\delta=0.01533$ and $G=0.03194$, so

$$E_+=-0.5+\frac{0.01533-0.03194}{1.3194}=-0.5126,$$

$$E_-=-0.5+\frac{0.01533+0.03194}{0.6806}=-0.4305 .$$

The gain is about twice the cost for the plus sign; for the minus sign both count against binding.

For a very diffuse outer orbital, $\delta\to b^2/2$ while $S^2\to64b^3$ and $G\to12b^3$. The cost then wins for either sign. The outer electron must be extended, but not so far that it loses its overlap with the inner one.

**What this proves.** A trial energy cannot lie below the true ground energy, so $E_+<-\frac12$ proves that the symmetric envelope is bound. Varying both exponents improves the energy to $-0.51330\ \mathrm{Ha}^*$.

For the antisymmetric envelope the trial function illustrates the failure but does not prove it. Diagonalization supports it: in a more diffuse basis, the lowest one-valley triplet falls from $0.03720$ to $0.00315\ \mathrm{Ha}^*$ above threshold. It approaches the threshold from above, as an escaping electron would.

## Contribution 3: the rest of the correlation

The two-exponential function already contains one kind of correlation: when one electron is close to the donor, the other is usually farther out. This is essential. Setting $a=b$ in $E_+$ puts both electrons in the same orbital and gives $a^2-\tfrac{11}8a$, whose minimum, $-0.473\ \mathrm{Ha}^*$, lies above the threshold. What the function lacks is mainly a way for the electrons to avoid each other by direction. An expansion that contains $r_{12}$ explicitly gives

$$E=-0.52774\ \mathrm{Ha}^*,\qquad B=0.02774\ \mathrm{Ha}^*.$$

The last increase in expansion order changed the energy by about $4\times10^{-5}\ \mathrm{Ha}^*$; the converged values are $E=-0.52775$ and $B=0.02775\ \mathrm{Ha}^*$. The simple function gave $B=0.0133\ \mathrm{Ha}^*$, less than half of this. Separating the electrons into a compact and a diffuse orbital is enough to establish binding; the rest of the correlation is needed for its size. All of this acts equally in the two spin states, because the envelope is the same.

For an example, take the rough values $\varepsilon=11.7$ and $m^*=0.30$. Then $\mathrm{Ha}^*=59.63$ meV, $a^*=2.064$ nm, and

$$B=0.02774\times59.63\ \text{meV}=1.65\ \text{meV}.$$

The neutral donor binds its electron by $29.8$ meV. The root-mean-square distance of an electron from the donor in $D^-$ is about $3.45\,a^*$, or $7$ nm.

## Contribution 4: the Pauli node and the neglected exchange

Two parallel spins cannot meet at one point, yet $\Phi$ need not vanish there. The node is in the rapidly varying factors. Keeping the plane-wave parts of the valley states, and writing $\mathbf Q=2\mathbf k_0$ and $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$, the triplet has the spatial function

$$\Phi\,\frac{e^{i\mathbf k_0\cdot\mathbf r_{12}}-e^{-i\mathbf k_0\cdot\mathbf r_{12}}}{\sqrt2}=i\sqrt2\,\Phi\,\sin\frac{\mathbf Q\cdot\mathbf r_{12}}2 .$$

It vanishes at $\mathbf r_{12}=0$. The kinetic energy of this rapid oscillation is already part of the band-edge energy, which two separated electrons would also have. In hydride there is no second valley, so the envelope must carry the node and pay for it.

The oscillation still affects the repulsion slightly. The probability density is multiplied by $2\sin^2(\mathbf Q\cdot\mathbf r_{12}/2)=1-\cos(\mathbf Q\cdot\mathbf r_{12})$, which shifts the triplet by $-J_Q$, where

$$J_Q=\left\langle\frac{\cos(\mathbf Q\cdot\mathbf r_{12})}{r_{12}}\right\rangle .$$

The singlet with one electron in each valley has a cosine instead of a sine and shifts by $+J_Q$. The neglected exchange therefore favours the triplet.

To find its size, let $p(u)$ be the probability density of the separation vector at distance $u$. The angular average of the cosine is $\sin(Qu)/(Qu)$. One integration by parts then gives the leading term at large $Q$:

$$J_Q=\frac{4\pi}Q\int_0^\infty p(u)\sin(Qu)\,du\simeq\frac{4\pi p(0)}{Q^2}.$$

With $k_0=0.85$ in units of $2\pi$ over the lattice constant, $Q=19.67\ \text{nm}^{-1}$, or $40.6$ per $a^*$. The expansion above gives the contact density $p(0)=0.00279$; its converged value is $0.00274$, so

$$J_Q\simeq\frac{4\pi\times0.00274}{40.6^2}\times59.63\ \text{meV}=1.2\ \mu\text{eV},$$

less than $0.1\%$ of $B$.

The periodic parts of the Bloch functions can also admit an umklapp process, with the shorter wave vector $3.47\ \text{nm}^{-1}$. Its weight is not calculated here, and crystal symmetry can suppress it. Giving it full weight yields $41\ \mu$eV, or $2.5\%$ of $B$. Host screening is weaker at such short distances; removing it altogether raises the two figures to about $15$ and $480\ \mu$eV. The last combines full umklapp weight with no screening, so it is a pessimistic estimate and not a predicted splitting.

## Contribution 5: valley-orbit coupling

The donor core mixes the valleys into a lower combination A and an upper one B, split by $\Delta$ in the neutral donor. Model the coupling as $-w_0\delta(\mathbf r)\tau$, with $\tau=+1$ for A and $-1$ for B. The neutral orbital has density $1/\pi$ at the core, so to first order its levels shift by $\mp w_0/\pi$. Hence $\Delta=2w_0/\pi$, and the threshold falls by $\Delta/2$.

**Triplet.** Its valley part is $(AB-BA)/\sqrt2$, in which each electron is equally likely to be in A or B. The average of $\tau$ is zero for each, so the energy does not move to first order. The threshold has fallen, and

$$B_{\rm triplet}\simeq B-\frac\Delta2 .$$

**Singlet.** Both electrons can occupy A. With $n_0=0.1644$ the density of one electron at the core, the pair energy falls by $2w_0n_0=\pi n_0\Delta$. The binding changes by

$$(\pi n_0-\tfrac12)\Delta\simeq0.02\,\Delta .$$

This is small because the pair has nearly the same total density at the core, $2n_0=0.329$, as the single electron of the neutral donor, $1/\pi=0.318$.

Diagonalization with a weak core potential of range $0.2$ nm gives slopes of $-0.499$ for the triplet and $0.017$ for the singlet, in agreement with both results.

First order would unbind the triplet at $\Delta=2B=3.3$ meV. At finite coupling, however, the core term acting on the triplet produces

$$-w_0[\delta(\mathbf r_1)-\delta(\mathbf r_2)]\,\Phi\,\frac{AB+BA}{\sqrt2}.$$

This mixes in an antisymmetric envelope, places the A electron closer to the core than the B electron, and lowers the pair energy below its first-order value. The coupled solution, with the core range held fixed, gives:

| $\Delta$ (meV) | singlet binding (meV) | triplet binding (meV) |
|---|---|---|
| 1.00 | 1.65 | 1.17 |
| 2.00 | 1.67 | 0.80 |
| 3.22 | 1.70 | 0.44 |
| 5.00 | 1.75 | 0.08 |
| 8.00 | 1.86 | not bound in this basis |

The triplet therefore survives beyond the first-order limit, but weakly. This basis gives $1.63$ meV at $\Delta=0$, against $1.65$ meV from the correlated function, and it is not diffuse enough for a weakly bound electron. In a more diffuse basis of explicitly correlated Gaussians most entries rise by about $0.02$ meV, the entry at $5$ meV rises from $0.08$ to $0.13$ meV, the triplet binding is down to about $0.01$ meV at $\Delta=6.5$ meV, and no binding is found at $8$ meV. Core ranges from $0.1$ to $0.4$ nm change the triplet values at $3.22$ and $5$ meV by less than $0.01$ meV. The singlet column refers to both electrons in A. The splitting follows the valley occupation, not the spin: the singlet with one electron in A and one in B obeys the same envelope equation as the triplet and keeps its energy, while the singlet with both electrons in B is no longer bound at $\Delta=3.22$ meV.

## The real case: silicon under tension

The example is in the regime of a shallow donor in silicon under biaxial tension in the (001) plane, where the two valleys on the growth axis lie lowest. Its inputs are rough typical values. The neglect of valley-orbit coupling is the assumption that fails most seriously. Couplings of $1.5$ meV between opposite valleys and $2$ meV between perpendicular ones would, with all six valleys level, put the fully symmetric state at $-1.5-4\times2=-9.5$ meV and the next ones at $+1.5$ meV, a splitting of $11$ meV, roughly the size for phosphorus in unstrained silicon. With the four upper valleys raised by $150$ meV, they give $\Delta=3.22$ meV. The triplet binding then falls to about $0.45$ meV, a quarter of the singlet's. The donor core also attracts equally in both valleys, a term the model omits; it does not lift the degeneracy, but a common core attraction of $4$ meV, roughly that of phosphorus, changes the two bindings to about $0.6$ and $1.9$ meV. Near equality requires $\Delta\ll2B$, which this example does not satisfy.

The real mass is also anisotropic, roughly $0.19$ across the valley axis and $0.92$ along it. Opposite valleys share the same mass tensor, so the envelope Hamiltonian remains independent of the valley and the counting argument still holds. Isotropy is sufficient for the equality, not necessary. A limited basis gives a binding of roughly $1.5$ meV, but it is not converged: the neutral energy in that calculation still improves by $0.6$ meV in a richer basis. Correlated Gaussians with separate widths along and across the axis give a neutral binding of $29.65$ meV and $B\ge1.68$ meV, slightly above the isotropic value for $m^*=0.30$.

Temperature and neighbouring donors set further conditions. The thermal energy equals $B$ at $19$ K. At $4.2$ K it is $0.36$ meV, well below $B$ but close to the reduced triplet binding. These comparisons do not by themselves ensure that the second electron stays. When free electrons are scarce, the many empty band states favour ionization, and the centre can lose its second electron far below $19$ K. Donors spaced by two rms radii have a density of about $3\times10^{17}\ \text{cm}^{-3}$; treating the centres as isolated requires a density well below this. The numerical output that follows lists the values used here.

## Values computed for the example and the checks

```
inputs: eps 11.7, mass 0.3 m0, lattice constant 0.543 nm
effective hartree 59.63 meV, effective bohr 2.064 nm
neutral donor binding (isotropic mass) 29.82 meV
trial a=1, b=0.28: S^2 0.3194, cost delta 0.01533, overlap term 0.03194 Ha*
  energy plus -0.51259, minus -0.43053 Ha*
best plus trial: a 1.0392, b 0.2832 per a*, energy -0.51330 Ha*
lowest minus trial on the grid -0.499986 Ha* (threshold -0.5)
correlated pair energy -0.527743 Ha* (one order lower: -0.527707)
binding B 0.02774 Ha* = 1.654 meV
rms electron-donor distance 3.440 a* = 7.10 nm
contact densities: electron-electron 0.00279, electron-donor 0.1644 per a*^3
exchange, direct Q 19.67 /nm: 1.27 ueV (contact formula 1.27), unscreened 14.8 ueV
exchange, umklapp Q 3.47 /nm: 41.31 ueV (contact formula 40.72), unscreened 483.3 ueV
small basis, one valley: singlet binding 0.02613, triplet -0.03720 Ha*
small basis, two valleys: singlet binding 0.02613, triplet 0.02613 Ha*
bound two-valley states: 3 with spin 0, 1 x 3 with spin 1, total 6
one-valley triplet above threshold: 0.03720, more diffuse basis 0.00315 Ha*
configuration-interaction binding 0.02740 Ha* = 1.634 meV
binding slope with Delta: triplet -0.499 (first order -0.5), singlet 0.0172 (first order 0.0164)
rough valley couplings: opposite 1.5, perpendicular 2.0, strain splitting 150.0 meV
Delta from two valleys 3.00 meV, with the four upper valleys 3.22 meV
first-order limit for a bound triplet: Delta = 2B = 3.31 meV
core range 0.2 nm; coupled solution (negative = not bound in this basis):
  Delta 1.00 meV: singlet binding 1.652, triplet 1.174 meV
  Delta 2.00 meV: singlet binding 1.673, triplet 0.795 meV
  Delta 3.22 meV: singlet binding 1.703, triplet 0.435 meV
  Delta 5.00 meV: singlet binding 1.754, triplet 0.082 meV
  Delta 8.00 meV: singlet binding 1.857, triplet -0.216 meV
anisotropic masses 0.19, 0.92 m0: neutral binding 29.00 meV (richer basis 29.58)
  pair binding for the common anisotropic mass 1.47 meV
temperature with kT = B: 19.2 K; kT at 4.2 K: 0.362 meV
donor density with spacing of two rms radii: 3.49e+17 per cm3
```
